# Conserved exterior harmonic moments in planar Laplacian growth without line tension

## What dimensions and symmetry say

A flat island grows on a terrace by collecting adatoms that arrive from far away. Each adatom adds an area $\Omega$, and $Q$ adatoms arrive per unit time. With $z=x+iy$ and the origin inside the island, define for $k\ge1$

$$M_k=\frac1\pi\int_{\rm outside}z^{-k}\,dA .$$

This has dimension length$^{2-k}$, and turning the island by an angle $\alpha$ multiplies it by $e^{-ik\alpha}$.

Suppose the rate of change of $M_k$ depended on the distant supply alone, and not on the island's shape. A uniform supply offers the single quantity $\Omega Q$, of dimension length$^2$/time. No length is available to turn it into length$^{2-k}$/time, and nothing isotropic can carry the phase $e^{-ik\alpha}$. The rate would have to vanish. The area, which is unchanged by rotation, could grow at a pure number times $\Omega Q$.

The supposition is the part that needs proof, since the edge speed certainly depends on shape. The result to be shown is

$$\frac{dM_k}{dt}=0\quad(k\ge1),\qquad \frac{dA}{dt}=\Omega Q .$$

## The model

Let $c$ be the adatom density minus its equilibrium value at a straight edge, and $D$ the diffusivity. If the edge moves slowly compared with diffusion, and no adatoms land or desorb nearby, then $\nabla^2c=0$ outside. Without line tension and with instant attachment, $c=0$ on the edge $\Gamma$.

Let $\mathbf n$ point out of the island. The density rises outward, so adatoms flow inward at $D\,\partial_nc$ per unit edge length, and the edge advances at

$$V_n=\Omega D\,\partial_n c .$$

Uniform feeding means that far away

$$c=\frac{Q}{2\pi D}\ln|z|+c_0+\text{decaying terms}.$$

The logarithm carries an inward flow $2\pi\rho D\cdot Q/(2\pi D\rho)=Q$ through any large circle of radius $\rho$. Since $\nabla^2c=0$, the same flow reaches the edge, so $dA/dt=\oint V_n\,ds=\Omega Q$. Growth is linear in time when $Q$ is constant. The model is classical: no $\hbar$ appears, and the equations read the same in atomic units.

## The moments and their rate

For $k=1,2$ the integral defining $M_k$ converges only if the angle is integrated first. Take an edge $R(\theta)$ that each ray meets once, and stop the radial integral at $\rho$. For $k\neq2$,

$$\int_{R}^{\rho}r^{1-k}dr=\frac{\rho^{2-k}-R^{2-k}}{2-k}.$$

The $\rho$ term is independent of angle and disappears against $e^{-ik\theta}$. Hence

$$M_k=\frac1\pi\int_0^{2\pi}\frac{R^{2-k}}{k-2}e^{-ik\theta}d\theta,\qquad
M_2=-\frac1\pi\int_0^{2\pi}\ln R\;e^{-2i\theta}d\theta .$$

In a time $dt$ the outside region loses a strip of area $V_n\,dt\,ds$. For any smooth edge, therefore,

$$\frac{dM_k}{dt}=-\frac1\pi\oint_\Gamma V_nz^{-k}ds=-\frac{\Omega D}{\pi}\oint_\Gamma z^{-k}\partial_nc\,ds. \tag{1}$$

## Moving the integral to infinity

Put $h=z^{-k}$. It is harmonic outside because its singular point lies inside the island. Then

$$\nabla\!\cdot(h\nabla c-c\nabla h)=h\nabla^2c-c\nabla^2h=0 .$$

Integrate this between $\Gamma$ and a circle of radius $\rho$. The outward normal of that region is $-\mathbf n$ on $\Gamma$, so

$$\oint_\Gamma(h\,\partial_nc-c\,\partial_nh)ds=\oint_\rho(h\,\partial_rc-c\,\partial_rh)ds. \tag{2}$$

On the circle, the logarithm and the constant depend on $r$ alone. Multiplied by $e^{-ik\theta}$, they integrate to zero. A decaying term has the form $r^{-m}e^{\pm im\theta}$ with $m\ge1$, and gives

$$h\,\partial_rc-c\,\partial_rh=(k-m)\rho^{-k-m-1}e^{-ik\theta}e^{\pm im\theta}.$$

The angular integral can survive only for $m=k$, where the prefactor is zero. The right side of (2) vanishes. On the left $c=0$, leaving $\oint_\Gamma h\,\partial_nc\,ds=0$, and (1) gives $dM_k/dt=0$.

In terms of single arrivals, $D\,\partial_nc/Q$ is the probability per unit edge length that the next adatom lands there. Each arrival changes $M_k$ by $-\Omega z^{-k}/\pi$. Tips catch more than their share, but the average of $z^{-k}$ over landing points is zero.

## Constant moments and growing bumps

Let $R=r+\eta\cos k\theta$ with $\eta\ll r$. To first order $R^{2-k}\simeq r^{2-k}+(2-k)r^{1-k}\eta\cos k\theta$, and $\int\cos k\theta\,e^{-ik\theta}d\theta=\pi$, so

$$M_k\simeq-\eta\,r^{1-k},\qquad\text{hence}\qquad \eta\propto r^{k-1}.$$

The formula for $M_2$ gives the same law. For $k=1$ the bump is a displacement of the island, which stays fixed. For $k=2$ the relative elongation $\eta/r$ stays fixed. For $k\ge3$ the relative bump grows, faster for larger $k$. Conserved moments thus coexist with an instability that has no short-wavelength limit in this model.

A numerical solution of the field around a moving edge tests the law without using it. The starting edge, in dimensionless units, was

$$R=1+0.02\cos\theta+0.03\cos(2\theta-0.7)+0.03\cos(3\theta+0.4).$$

While the area grew from 3.145 to 4.403, $M_1$ to $M_6$ drifted by at most $2.8\times10^{-13}$; $|M_2|$ stayed at 0.0298. The interior moment $\pi^{-1}\int_{\rm island}z^2dA$ is not protected: its modulus rose from 0.0307 to 0.0599. To first order it is $r^3\eta$, which for fixed $\eta/r$ scales as the area squared. The predicted factor $1.4^2=1.96$ is close to the observed 1.95.

## Three ways to break the law

**Uneven supply.** Add $\mathrm{Re}(gz^j)$, $j\ge1$, to the far field. On the circle this is $\tfrac12\rho^j(ge^{ij\theta}+\bar ge^{-ij\theta})$, and the right side of (2) becomes

$$\frac{j+k}{2}\rho^{j-k}\int_0^{2\pi}e^{-ik\theta}(ge^{ij\theta}+\bar ge^{-ij\theta})d\theta=2\pi kg\,\delta_{jk}.$$

From (1), $dM_j/dt=-2j\Omega Dg$, while the other moments stay constant. The product $\Omega Dg$ has the dimension and the phase that this rate needs.

**Nonzero edge value.** Let $c=u$ on $\Gamma$. The right side of (2) is still zero, so $\oint h\,\partial_nc\,ds=\oint u\,\partial_nh\,ds$. Going anticlockwise, the outward normal times $ds$ is the complex number $-i\,dz$. Thus $\partial_nh\,ds=-kz^{-k-1}(-i\,dz)=ikz^{-k-1}dz$, and

$$\frac{dM_k}{dt}=-\frac{ik\Omega D}{\pi}\oint_\Gamma u\,z^{-k-1}dz. \tag{3}$$

A constant $u$ does no harm, because $z^{-k-1}dz$ integrates to zero. On a near-circle, a part $u_k\cos k\theta$ gives $dM_k/dt=k\Omega Du_kr^{-k}$, using $dz=iz\,d\theta$. Dividing by $M_k=-\eta r^{1-k}$,

$$\frac{\dot M_k}{M_k}=-\frac{k\Omega Du_k}{\eta r}.$$

For $\lambda\kappa\ll1$, line tension $\gamma$ gives $u=c_{\rm eq}\lambda\kappa$, with edge curvature $\kappa$ and capillary length $\lambda=\Omega\gamma/k_BT$. The curvature of the bump is $(k^2-1)\eta/r^2$, so the relative rate is $-\Omega Dc_{\rm eq}\lambda k(k^2-1)/r^3$.

Slow attachment gives $u=\ell\,\partial_nc$, where $\ell$ is the attachment length. Then $\Omega Du=\ell V_n$. For $k\ell\ll r$ the speed is close to that of the ideal law $\eta\propto r^{k-1}$, namely $V_n=\dot r[1+(k-1)(\eta/r)\cos k\theta]$, and the relative rate is $-k(k-1)\ell\dot r/r^2$. For larger $\ell$ the bump itself grows more slowly, and this rate is divided by $1+k\ell/r$. On a near-circle both effects shrink the moment for $k\ge2$; for $k=1$, a mere displacement, both rates vanish.

**Deposition near the island.** If $F$ adatoms land per unit area and time, $\nabla^2c=-F/D$. The far field gains the isotropic term $-Fr^2/4D$, which does not contribute on the circle. The area integral of $h\nabla^2c$ is now $-\pi FM_k/D$, and it equals the circle integral minus the edge integral. Hence $\oint_\Gamma h\,\partial_nc\,ds=\pi FM_k/D$, and

$$\frac{dM_k}{dt}=-\Omega FM_k,\qquad M_k(t)=M_k(0)e^{-\Omega Ft}.$$

This assumes a supply that is isotropic about the origin, with no other growing term in the far field. A circle $r=L$ with no flow across it reflects the island's field and adds terms of the uneven-supply kind. For $r\ll L$ they double the rate for $k=1$; for larger $k$ their relative size is of order $(r/L)^{2k-2}$.

For the irregular island above, the rates found from the computed edge motion agreed with these three formulas within $6\times10^{-11}$ in dimensionless units. The inputs were $j=3$ with $g=0.10+0.05i$; $u=0.1\kappa$; and $F=0.3$.

## A fourfold island followed to its cusps

Consider the edge traced by

$$z=rw+aw^{-3},\qquad |w|=1,\quad 0<3a<r .$$

The map is one-to-one outside the unit circle. For two points there, $|w_1^{-3}-w_2^{-3}|\le3|w_1-w_2|$, so $|z_1-z_2|\ge(r-3a)|w_1-w_2|$.

The field is $c=(Q/2\pi D)\ln|w|$: harmonic, zero on the edge, and logarithmic far away. With $z'=dz/dw$, its normal derivative on the edge is $Q/(2\pi D|z'|)$. The outward normal is $wz'/|wz'|$, so the edge law is

$$\mathrm{Re}\left(\dot z\,\overline{wz'}\right)=\frac{\Omega Q}{2\pi}.$$

Here $\dot z=\dot rw+\dot aw^{-3}$ and $\overline{wz'}=rw^{-1}-3aw^3$. With $w=e^{i\phi}$, the left side is

$$r\dot r-3a\dot a+(r\dot a-3a\dot r)\cos4\phi .$$

The cosine must vanish, so $\dot a/a=3\dot r/r$ and $a=mr^3$ with constant $m$. The rest says that $A=\pi(r^2-3a^2)$ grows at $\Omega Q$; this $A$ is the enclosed area $\frac1{2i}\oint\bar z\,dz$.

The constant $m$ is a moment. Stokes' theorem turns the area integral into $M_k=-\frac1{2\pi i}\oint_\Gamma\bar zz^{-k}dz$, the large circle giving zero. On the edge $\bar z=rw^{-1}+aw^3$, while $z^{-k}dz$ contains the powers $w^{-k-4n}dw$ with $n\ge0$, starting with $r^{1-k}w^{-k}dw$. A term $w^{-1}dw$ arises only from $aw^3$ with $k=4$, $n=0$. Therefore

$$M_4=-\frac a{r^3}=-m,\qquad M_k=0\ \text{ for the other } k\ge1 .$$

The edge stays smooth until $z'=r-3aw^{-4}$ vanishes, first at $w^4=1$ when $r=3a$:

$$r_c=\frac1{\sqrt{3m}},\qquad A_c=\pi r_c^2\left(1-\tfrac13\right)=\frac{2\pi r_c^2}{3}.$$

There $dA/dr=2\pi r(1-9m^2r^4)$ also vanishes, so this family has no larger area to offer. Four cusps form at $t_c=(A_c-A_0)/\Omega Q$. Conservation holds up to then, but does not prevent the breakdown.

## Numbers for a TiN(001) terrace

Take rough values for TiN(001) at 1000 K: lattice constant 0.42 nm, step energy 2 eV/nm, hop rate prefactor $10^{13}$ s$^{-1}$ and effective barrier 1 eV. One formula unit is treated as one diffusing adatom. The fourfold outline is a chosen start, not a predicted TiN shape.

The area per unit is $0.42^2/2=0.0882$ nm$^2$, and the hop length is $l=0.297$ nm. With $k_BT=0.0862$ eV, $D=\frac14(10^{13})l^2e^{-1/0.0862}\simeq2.0\times10^6$ nm$^2$/s. Deposition of 0.1 layers/s over a capture radius $L=500$ nm gives

$$\Omega Q=0.1\,\pi(500)^2\simeq7.85\times10^4\ \text{nm}^2/\text{s}=7.85\times10^6\ \text{Å}^2/\text{s}.$$

Start with $r=50$ nm and $a=5$ nm. Then $m=5/50^3=4\times10^{-5}$ nm$^{-2}$ ($4\times10^{-7}$ Å$^{-2}$) and $r_c=91.3$ nm. The cusp time is $(17453-7618)/78540=0.125$ s.

At half that time $r=66.3$ nm and $a=11.7$ nm. The tips have moved from 55 to 78 nm and the valleys from 45 to 54.7 nm. The tip curvature radius, $(r-3a)^2/(r+9a)$, has fallen from 12.9 to 5.7 nm. $M_4$ is unchanged.

## What the example leaves out

Up to half the cusp time, first-order estimates along the ideal path give these changes of $M_4$. An attachment length equal to one hop removes 1.1%; modulating it fully with edge direction changes $M_4$ by 0.5%. Nearby deposition removes 0.6%. Neighbours on a square lattice remove 0.02% if the tips point at the nearest ones, and add 0.02% if the lattice is turned by 45°. Random arrival of $4918/0.0882\simeq5.6\times10^4$ units scatters the complex $M_4$ by 1.8% rms (1.3% each in its real and imaginary parts), ignoring feedback on the shape. The island covers 1.6% of its capture area. If adatoms landing on top stay there, the feed is lower by that fraction; if they step down freely at the edge, they shrink $M_4$ by about 1.7% instead.

The feed is also not quite steady. As the island grows, the adatom density around it falls, and the adatoms released this way join the edge. A radial estimate with no flow across $r=L$, started from the steady field, reaches $r=66.3$ nm after 0.058 s instead of 0.063 s, and $r=88$ nm after 0.110 s instead of 0.124 s. It shifts the times, while the ideal law for $M_4$ does not depend on the feed rate.

Line tension would change $M_4$ by 10% if the adatom formation energy were 0.54 eV, taking $\Omega c_{\rm eq}=e^{-E_f/k_BT}$ and the linear law for $u$; a higher energy weakens it. This is a first-order estimate along the ideal path, where $\lambda\kappa$ reaches 0.36 at the tips by half the cusp time. When the edge is evolved with the tension acting, $M_4$ falls by 12% and the tips blunt to a curvature radius of about 21 nm instead of 5.7 nm. Diffusion along the edge adds $B\,\partial_s^2\kappa$ to the edge speed, with $s$ the length along the edge. Taking $B=\nu l\Omega\lambda e^{-E/k_BT}$ with $\nu=10^{13}$ s$^{-1}$, the first-order estimate gives a net change of 10% at a transport energy $E$ of 1.24 eV, but it is outside its range there: along the ideal path this term is 2 to 16 times the growth speed at the tips. When the edge is evolved with the term acting, $M_4$ falls by 34% at 1.24 eV and by 2% at 1.44 eV. Even in the second case the tip curvature radius is 19 nm instead of 5.7 nm, so a small change of $M_4$ does not mean that the ideal tip shape survives. These energies are not known well enough here to dismiss either effect.

For real TiN deposition the most doubtful assumption is a lone island in so large a capture area. With no flow across $r=L$, the isotropic field gives an adatom coverage near that circle of about

$$\frac{\Omega Q}{2\pi D}\left(\ln\frac Lr-\frac12\right)\simeq0.0062\,(2.0-0.5)\simeq0.01 .$$

An adatom hops $4D/l^2\simeq9\times10^7$ times per second, so it meets another within roughly a microsecond. If such pairs are stable, new islands form long before 0.06 s and take most of the feed. Since $\Omega Q\propto L^2$ at fixed deposition rate, halving $L$ alone cuts the growth rate fourfold. The field also needs a time of order $L^2/D\simeq0.12$ s to settle, so the steady supply must exist before the start. Facets, strain, desorption and the separate motion of Ti and N are omitted as well. The example therefore sizes the ideal law; it does not forecast a TiN film. Most of the values for this example are in the numerical output below.

## Computed results

```
Dimensionless test, irregular island
area at start: 3.145
area at end: 4.4031
|M_1| at start: 0.0200000
|M_1| at end: 0.0200000
|M_2| at start: 0.0298129
|M_2| at end: 0.0298129
|M_3| at start: 0.0298081
|M_3| at end: 0.0298081
largest drift of M_1 to M_6: 2.8e-13
inside moment of z^2, start: 0.030728
inside moment of z^2, end: 0.059901
rate error, uneven far field: 5.2e-11
rate error, deposition: 5.7e-12
rate error, line tension: 5.8e-12
fourfold solution, radius error: 5.2e-10
Example, rough TiN(001) inputs
temperature: 1000 K
thermal energy kT: 0.086173 eV
lattice constant: 0.42 nm
area per formula unit: 0.0882 nm^2
hop length: 0.29698 nm
hop attempt rate: 1e+13 1/s
effective diffusion barrier: 1 eV
adatom diffusivity: 2.012e+06 nm^2/s
step energy: 2 eV/nm
capillary length: 2.047 nm
deposition: 0.1 layers/s
capture radius: 500 nm
r at start: 50 nm
a at start: 5 nm
area growth rate: 78540 nm^2/s
same area rate: 7.854e+06 angstrom^2/s
area at start: 7618.4 nm^2
area at half cusp time: 12536 nm^2
area at cusp: 17453 nm^2
r at cusp: 91.287 nm
cusp time: 0.12522 s
half cusp time: 0.062611 s
r at half cusp time: 66.324 nm
a at half cusp time: 11.67 nm
tip distance, start: 55 nm
tip distance, end: 77.994 nm
valley distance, start: 45 nm
valley distance, end: 54.654 nm
tip curvature radius, start: 12.895 nm
tip curvature radius, end: 5.7225 nm
M_4 at start: -4.00000000e-05 nm^-2
M_4 at end: -4.00000000e-05 nm^-2
same M_4 at end: -4e-07 angstrom^-2
Neglected effects up to half cusp time (changes of M_4)
attachment length = hop length: -1.14 %
its full fourfold modulation: -0.451 %
nearby deposition: -0.624 %
square array of neighbours: -0.02 %
arrival noise, rms: 1.83 %
quasi-static parameter V*r/D: 0.00621
feed lost to island area: 1.6 %
adatom formation energy for 10% by tension: 0.543 eV
edge transport energy for 10% by edge diffusion: 1.24 eV
```
